\section*{Stresses in an equally strained (110) silicon film}

\section*{Problem}

A thin silicon film has its surface normal along $[110]$. It is coherent with a thick buffer crystal that stretches it by the same strain $e$ along the in-plane directions $[1\bar10]$ and $[001]$, without in-plane shear. The top face is free. Take the typical room-temperature elastic constants $C_{11}=165.7$, $C_{12}=63.9$ and $C_{44}=79.6$ GPa.

\begin{enumerate}
\item Rotate the elastic tensor to the film axes.
\item Find the stress per unit strain along each in-plane direction. Are the two equal?
\item For which cubic crystals would they be equal? Compare with (001) and (111) films.
\item Treat unequal in-plane strains, and a strip whose side faces are free.
\item Evaluate the stresses for a 5 nm silicon film on relaxed Si$_{0.8}$Ge$_{0.2}$. Use the rough lattice constants $a_{\rm Si}=0.5431$ nm and $a_{\rm Ge}=0.5658$ nm, with a rough bowing of $0.0027$ nm. Estimate the main effects left out.
\end{enumerate}

Tension is positive and strains are tensor strains. Parts 1 to 4 use linear elasticity for a uniform film. GPa and nm are the natural units here.

\section*{Solution}

\subsection*{1. The rotated tensor}

In the cube axes the elastic tensor can be written
\begin{equation}
C_{ijkl}=C_{12}\delta_{ij}\delta_{kl}+C_{44}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})
+H\sum_{a=1}^{3}\delta_{ia}\delta_{ja}\delta_{ka}\delta_{la},
\end{equation}
with $H=C_{11}-C_{12}-2C_{44}$. Indeed $C_{1111}=C_{12}+2C_{44}+H=C_{11}$, $C_{1122}=C_{12}$ and $C_{1212}=C_{44}$. The first two terms keep their form under rotation, so the anisotropy sits in the last.

The film axes are
\begin{equation}
\mathbf x=\frac{(1,-1,0)}{\sqrt2},\qquad \mathbf y=(0,0,1),\qquad \mathbf n=\frac{(1,1,0)}{\sqrt2}.
\end{equation}
This triad is left-handed. Reversing $\mathbf y$ would make it right-handed, without changing any component below in which $y$ occurs an even number of times. Rotation replaces the last sum by
\begin{equation}
T_{ijkl}=\sum_a R_{ia}R_{ja}R_{ka}R_{la},
\end{equation}
where the rows of $R$ are $\mathbf x,\mathbf y,\mathbf n$. Direct substitution gives
\begin{equation}
T_{xxxx}=T_{nnnn}=T_{xxnn}=\tfrac14+\tfrac14=\tfrac12,\quad
T_{yyyy}=1,\quad T_{xxyy}=T_{yynn}=0.
\end{equation}
Write $C'_{xn}$ for $C'_{xxnn}$, and similarly for the other normal components. Then
\begin{align}
C'_{xx}=C'_{nn}&=C_{12}+2C_{44}+\tfrac12H=\tfrac12(C_{11}+C_{12}+2C_{44})=194.4\ \text{GPa},\\
C'_{xn}&=C_{12}+\tfrac12H=\tfrac12(C_{11}+C_{12}-2C_{44})=35.2\ \text{GPa},\\
C'_{xy}&=C'_{yn}=C_{12}=63.9\ \text{GPa},\qquad C'_{yy}=C_{11}=165.7\ \text{GPa}.
\end{align}

Normal strains produce no shear stress in these axes. For example, $T_{xxxn}=\frac14-\frac14=0$. A component of $T$ containing both $y$ and another axis vanishes, because $\mathbf y$ has only a third cube component and $\mathbf x,\mathbf n$ have none. The out-of-plane shears have the positive stiffnesses $C'_{xnxn}=C_{44}+H/2=(C_{11}-C_{12})/2$ and $C'_{ynyn}=C_{44}$, and do not couple to each other. Zero shear traction on the top face therefore makes both shears zero. One condition remains, $\sigma_n=0$.

\subsection*{2. The two stresses}

Let $B=C_{11}+2C_{12}=293.5$ GPa, three times the bulk modulus. First stretch the crystal by $e$ in all three directions. A cubic crystal answers this dilation with the same normal stress $Be$ everywhere; the rotated components confirm it, since $C'_{xx}+C'_{xy}+C'_{xn}=C_{11}+2C_{12}$. Now add a strain $d$ along the normal, keeping the in-plane strains fixed. The free face requires
\begin{equation}
0=Be+C'_{nn}d,\qquad d=-\frac{B}{C'_{nn}}e=-1.510\,e.
\end{equation}
The total normal strain is $\varepsilon_n=e+d=-0.510\,e$. The film thins, as expected.

The added strain also changes the in-plane stresses:
\begin{align}
\sigma_x&=Be+C'_{xn}d=B\left(1-\frac{C'_{xn}}{C'_{nn}}\right)e\equiv M_xe,\\
\sigma_y&=Be+C'_{yn}d=B\left(1-\frac{C'_{yn}}{C'_{nn}}\right)e\equiv M_ye.
\end{align}
Set $S=C_{11}+C_{12}+2C_{44}=2C'_{nn}$. Since $C'_{nn}-C'_{xn}=2C_{44}$ and $C'_{nn}-C'_{yn}=\frac12(C_{11}-C_{12}+2C_{44})$,
\begin{equation}
M_x=\frac{4C_{44}(C_{11}+2C_{12})}{S},\qquad
M_y=\frac{(C_{11}+2C_{12})(C_{11}-C_{12}+2C_{44})}{S}.
\label{moduli}
\end{equation}
For silicon,
\begin{align}
M_x&=293.5\left(1-\frac{35.2}{194.4}\right)=240.4\ \text{GPa},\\
M_y&=293.5\left(1-\frac{63.9}{194.4}\right)=197.0\ \text{GPa}.
\end{align}
The stresses are unequal: about 240 GPa per unit strain along $[1\bar10]$ and 197 GPa along $[001]$.

The calculation also shows why. The dilation loads both directions equally. The thinning that frees the top face then removes stress in proportion to $C'_{xn}$ or $C'_{yn}$. The latter is larger in silicon, so more tension is lost along $[001]$.

The result can be checked without the rotated tensor. For $e=1$, used merely as a scale in the linear equations, the cube-axis strains are
\begin{equation}
\varepsilon_{11}=\varepsilon_{22}=\frac{1-0.5098}{2}=0.2451,\quad
\varepsilon_{12}=\frac{-0.5098-1}{2}=-0.7549,\quad \varepsilon_{33}=1.
\end{equation}
Hooke's law gives $\sigma_{11}=\sigma_{22}=(C_{11}+C_{12})\varepsilon_{11}+C_{12}=120.2$ GPa and $\sigma_{12}=2C_{44}\varepsilon_{12}=-120.2$ GPa. Hence $\sigma_n=\sigma_{11}+\sigma_{12}=0$ and $\sigma_x=\sigma_{11}-\sigma_{12}=240.4$ GPa. Along the third axis, $\sigma_y=2C_{12}\varepsilon_{11}+C_{11}=197.0$ GPa.

\subsection*{3. When the stresses are equal}

Subtracting the two moduli in (\ref{moduli}) gives
\begin{equation}
M_x-M_y=\frac{(C_{11}+2C_{12})(2C_{44}-C_{11}+C_{12})}{C_{11}+C_{12}+2C_{44}}.
\end{equation}
With the Zener ratio $A=2C_{44}/(C_{11}-C_{12})$, division of the moduli gives
\begin{equation}
\frac{M_x}{M_y}=\frac{4C_{44}}{C_{11}-C_{12}+2C_{44}}=\frac{2A}{1+A}.
\end{equation}
A stable cubic crystal has $C_{11}>C_{12}$, $C_{44}>0$ and $B>0$. Equality therefore requires $A=1$, which is elastic isotropy. For $A>1$ the stress is larger along $[1\bar10]$; for $A<1$ the order reverses. Silicon has $A=1.564$ and a stress ratio of 1.220. The ratio approaches 2 for very large $A$ and zero as $A\to0$.

For another surface normal, take any in-plane unit vector $\mathbf t$. On a (001) face, $C'_{tn}=C_{12}$ and $C'_{nn}=C_{11}$. On a (111) face, each $n_a^2=1/3$, so $T_{ttnn}=T_{nnnn}=1/3$ and
\begin{equation}
C'_{tn}=C_{12}+\tfrac13H,\qquad C'_{nn}=C_{12}+2C_{44}+\tfrac13H=\tfrac13(B+4C_{44}).
\end{equation}
Neither result depends on the direction of $\mathbf t$. A normal strain causes no out-of-plane shear stress on these faces: $T_{nnnt}$ is zero on (001), and on (111) it is proportional to $\mathbf n\cdot\mathbf t=0$. The argument of part 2 therefore applies, with
\begin{align}
M_{001}&=B\left(1-\frac{C_{12}}{C_{11}}\right)=180.3\ \text{GPa},\\
M_{111}&=B\,\frac{2C_{44}}{C'_{nn}}=\frac{6C_{44}B}{B+4C_{44}}=229.1\ \text{GPa}.
\end{align}
Each is one modulus for all in-plane directions. A single biaxial modulus is thus adequate on these faces, but not on (110).

\subsection*{4. Unequal strains and a free-sided strip}

For strains $e_x$ and $e_y$, the free face gives $\varepsilon_n=-(C'_{xn}e_x+C'_{yn}e_y)/C'_{nn}$. Substitution into the in-plane stresses yields
\begin{equation}
\begin{pmatrix}\sigma_x\\ \sigma_y\end{pmatrix}=
\begin{pmatrix}Q_{xx}&Q_{xy}\\Q_{xy}&Q_{yy}\end{pmatrix}
\begin{pmatrix}e_x\\ e_y\end{pmatrix},\qquad
Q_{ij}=C'_{ij}-\frac{C'_{in}C'_{jn}}{C'_{nn}}.
\end{equation}
Here $Q_{xx}=188.0$, $Q_{xy}=52.3$ and $Q_{yy}=144.7$ GPa. The row sums reproduce $M_x$ and $M_y$ within rounding. Equal stresses require
\begin{equation}
(Q_{xx}-Q_{xy})e_x=(Q_{yy}-Q_{xy})e_y,\qquad \frac{e_x}{e_y}=0.681.
\end{equation}
The strain along $[1\bar10]$ would have to be about 32\% smaller than along $[001]$.

Now cut the film into a long strip along $\mathbf x$. Suppose it is narrow enough, and free enough of the buffer across its width, that $\sigma_y=0$, while $e_x=e$ is held fixed. Then $e_y=-(Q_{xy}/Q_{yy})e$ and
\begin{equation}
\frac{\sigma_x}{e}=Q_{xx}-\frac{Q_{xy}^2}{Q_{yy}}=188.0-\frac{52.3^2}{144.7}=169\ \text{GPa}.
\end{equation}
This is Young's modulus along $[1\bar10]$. Complete relaxation across the strip lowers the longitudinal stress by about 30\% relative to the wide film.

\subsection*{5. A silicon film on a silicon-germanium buffer}

The buffer lattice constant at germanium fraction 0.20 is
\begin{equation}
a_b=0.5431+0.20(0.5658-0.5431)-0.0027(0.20)(0.80)=0.5472\ \text{nm}.
\end{equation}
Before rounding $a_b$, the strain is $e=a_b/a_{\rm Si}-1=0.756\%$. Therefore
\begin{align}
\sigma_x&=240.4\times0.00756=1.82\ \text{GPa},\\
\sigma_y&=197.0\times0.00756=1.49\ \text{GPa},\\
\varepsilon_n&=-0.510\times0.756\%=-0.386\%.
\end{align}
Multiplication by the 5 nm thickness gives forces per width of 9.09 and 7.45 N/m.

\paragraph{Large strain.} Let $E_i=(\lambda_i^2-1)/2$, where $\lambda_i$ is the stretch along film axis $i$, and let $W$ be the energy per original volume. Its quadratic part is $\frac12\sum_{ij}C'_{ij}E_iE_j$. In cube axes, set $p=(E_x+E_n)/2$ for the two equal normal strains and $g=E_n-E_x$ for the engineering shear. The cubic part is then
\begin{align}
W_3={}&\tfrac16C_{111}(2p^3+E_y^3)+C_{112}(p^3+p^2E_y+pE_y^2)\nonumber\\
&+C_{123}p^2E_y+\tfrac12C_{144}E_yg^2+C_{155}pg^2.
\end{align}
The constant $C_{456}$ drops out because two cube-axis shears vanish. Rough values in GPa are $C_{111}=-800$, $C_{112}=-450$, $C_{123}=-60$, $C_{144}=10$ and $C_{155}=-300$.

Equating $dW$ to the work $J\sigma_i\,d\lambda_i/\lambda_i$, with $J=\lambda_x\lambda_y\lambda_n$, gives $\sigma_i=(\lambda_i^2/J)\,\partial W/\partial E_i$. Solving $\partial W/\partial E_n=0$ at the film's strain lowers the stresses by about 2\% along $[1\bar10]$ and 1\% along $[001]$, relative to the linear values.

\paragraph{Temperature.} Take rough expansion coefficients of 2.6 ppm/K for silicon and 5.9 ppm/K for germanium, interpolated linearly. If the buffer is fully relaxed at growth and then cooled by 600 K on a thick silicon wafer, the wafer controls the in-plane contraction. The buffer ends up stretched by
\begin{equation}
0.20(5.9-2.6)\times10^{-6}\times600=0.040\%.
\end{equation}
The film shares this extra strain, which is 5.2\% of the misfit. In the linear model both stresses rise by that fraction. A rough stiffness loss of 70 ppm/K over 75 K of warming in use lowers them by about 0.5\%.

\paragraph{Incomplete buffer relaxation.} If the buffer reaches 90\% of its relaxation along $\mathbf x$ and all of it along $\mathbf y$, then $e_x=0.9e$ and $e_y=e$. Relative to the equal-strain film, the changes are
\begin{equation}
\frac{\Delta\sigma_x}{\sigma_x}=-0.1\frac{Q_{xx}}{M_x}=-7.8\%,\qquad
\frac{\Delta\sigma_y}{\sigma_y}=-0.1\frac{Q_{xy}}{M_y}=-2.7\%.
\end{equation}
The stress ratio falls from 1.220 to 1.155.

Slip geometry gives a reason to expect a shortfall on this side. Two of the four $\{111\}$ planes contain $\mathbf x$. Dislocations gliding on them leave lines along $\mathbf x$, whose edge part relieves strain along $\mathbf y$ but not along $\mathbf x$. The other two planes stand perpendicular to the film. For the plane $(1\bar11)$ and Burgers vector $\mathbf b=\frac a2[011]$, the resolved product is
\begin{equation}
\mathbf b\cdot\boldsymbol\sigma\cdot\mathbf m=\frac{a}{2\sqrt3}(\sigma_y-\sigma_x),
\end{equation}
where $\mathbf m$ is the unit plane normal. This slip produces equal and opposite normal strains along $\mathbf x$ and $\mathbf y$, so it moves misfit from one direction to the other. It is driven by the stress difference, which with silicon constants is only $0.22\,\sigma_y$ while both directions are strained equally. As $\sigma_y$ is relieved, the difference approaches the remaining $\sigma_x$, so the slip is delayed rather than excluded.

\paragraph{Dislocations in the film.} Consider a perfect dislocation with $\mathbf b=\frac a2[10\bar1]$ on $(111)$. Its resolved product is $a\sigma_y/(2\sqrt3)$ in magnitude. The plane makes an angle $\phi$ with the surface, where $\sin\phi=1/\sqrt3$, so lengthening the misfit line by unit length sweeps an area $\sqrt3h$ in a film of thickness $h$. The stress does work $a\sigma_yh/2$. Balance this against an isotropic line-energy estimate:
\begin{equation}
\frac{a\sigma_yh}{2}=\frac{Gb^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}\left(\ln\frac hb+1\right).
\end{equation}
Here $G=(C_{11}-C_{12}+3C_{44})/5=68.1$ GPa and $\nu=(B-2G)/[2(B+G)]=0.217$ are averages for uniform strain. The angle between $\mathbf b$ and the line satisfies $\cos\beta=1/2$, and $b=a/\sqrt2$. The added 1 in the bracket is a rough core allowance. The solution is $h\approx10$ nm. It depends on the core allowance: replacing the 1 by values from 0 to $\ln8$ moves it from about 7 to about 13 nm.

A partial dislocation with $\mathbf b=\frac a6[11\bar2]$ has $b=a/\sqrt6$ and $\cos\beta=0$. It leaves a stacking fault, whose rough energy is $\gamma=0.06$ J/m$^2$. If the stress drives it in the faulting sense, the left side becomes $(a|\sigma_y|/3-\sqrt3\gamma)h$, and the balance again gives $h\approx10$ nm; this is the partial value in the numerical output. The sign matters, however. Shifting the crystal above the $(111)$ glide plane by $+\frac a6[11\bar2]$ makes the fault, while the opposite shift puts atoms nearly on top of one another. The faulting shift has $\mathbf b\cdot\boldsymbol\sigma\cdot\mathbf m=-a\sigma_y/(3\sqrt3)$, so it is driven by compression, and the 10 nm value applies to a compressed layer with the same stress magnitude. In the stretched film the driven faulting partials are $\frac a6[\bar211]$ and $\frac a6[1\bar21]$, with $\cos^2\beta=3/4$ and left side $(a\sigma_y/6-\sqrt3\gamma)h$. They give $h\approx60$ nm, a value sensitive to $\gamma$ because the two terms nearly cancel. The perfect dislocation therefore sets the limit in this model. The 5 nm film lies below it, which supports the assumption of coherence without proving it.

\paragraph{Surface stress.} A rough surface stress of 1 N/m equals 11\% of the film force along $[1\bar10]$ and 13\% along $[001]$. At fixed in-plane strain it adds to the force on the wafer; it does not alter the interior stress of a flat film in this model.

\paragraph{Patterned layers.} For a wide layer the model gives about 1.8 GPa along $[1\bar10]$ and 1.5 GPa along $[001]$. Cutting the layer into narrow features can break the wide-film assumption, because the side faces then let it relax. In the fully free-sided strip of part 4, the longitudinal stress falls to $169\times0.00756=1.3$ GPa. If the sideways strain is uniform, partial relaxation at the same longitudinal strain gives a stress between this value and 1.8 GPa. In a strip bonded to the buffer the strain varies over the cross-section, and local stresses can lie outside this range. If the ends also relax, the longitudinal strain is no longer fixed and the stress can be lower still. The computed values are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
C11: 165.7 GPa
C12: 63.9 GPa
C44: 79.6 GPa
Zener ratio A: 1.564
Rotated C'xx = C'nn: 194.4 GPa
Rotated C'xn: 35.2 GPa
Rotated C'yn: 63.9 GPa
C11 + 2 C12: 293.5 GPa
Extra normal strain d/e: -1.5098
Total normal strain/e: -0.5098
Mx along [1-10]: 240.4 GPa per unit strain
My along [001]: 197.0 GPa per unit strain
Mx - My: 43.3 GPa per unit strain
Mx / My: 1.220
(001) film modulus: 180.3 GPa
(111) film modulus: 229.1 GPa
Qxx: 188.0 GPa
Qxy: 52.3 GPa
Qyy: 144.7 GPa
ex/ey for equal stresses: 0.681
Si lattice constant, rough: 0.5431 nm
Ge lattice constant, rough: 0.5658 nm
Lattice bowing, rough: 0.0027 nm
Ge fraction: 0.20
Buffer lattice constant: 0.5472 nm
Misfit strain: 0.756 %
Film thickness: 5.0 nm
Film stress along [1-10]: 1.82 GPa
Film stress along [001]: 1.49 GPa
Film normal strain: -0.386 %
Film force/width [1-10]: 9.09 N/m
Film force/width [001]: 7.45 N/m
Third-order constants, rough (GPa):
C111=-800, C112=-450, C123=-60, C144=10, C155=-300, C456=-60
Third-order change [1-10]: -2.0 %
Third-order change [001]: -1.1 %
Si expansion, rough: 2.6 ppm/K
Ge expansion, rough: 5.9 ppm/K
Cooling after growth, rough: 600 K
Added thermal strain: 0.040 %
Thermal strain / misfit: 5.2 %
Relaxation shortfall [1-10]: 10 %
Shortfall: stress change [1-10]: -7.8 %
Shortfall: stress change [001]: -2.7 %
Shortfall: stress ratio: 1.155
Stiffness loss rate, rough: 70 ppm/K
Warming in use: 75 K
Stiffness loss on warming: 0.52 %
Surface stress, rough: 1.0 N/m
Surface stress/force [1-10]: 11 %
Surface stress/force [001]: 13 %
Average shear modulus: 68.1 GPa
Average Poisson ratio: 0.217
Fault energy, rough: 0.06 J/m2
Critical thickness, perfect: 10.2 nm
Critical thickness, partial: 9.8 nm
\end{verbatim}
